# Comment on a vapour pressure obtained by averaging conformer free energies

**The argument under review.** The submission predicts the vapour pressure of a molecular hafnium precursor with a flexible side chain, for use in depositing HfO$_2$. Nine conformers of the gas-phase molecule are found and the standard free energy $G_i$ of each is evaluated. The submission then argues: "At equilibrium conformer $i$ occurs with its Boltzmann probability $p_i$. A molar property of the vapour is the average of that property over the molecules present. The free energy of the vapour is therefore $\sum_i p_iG_i$." This value is inserted into the condition for equilibrium with the liquid.

The first sentence is correct. The second holds for energy and enthalpy but not for free energy, so the conclusion does not follow. The analysis below finds what the average leaves out and what this does to the predicted pressure.

**1. What the conformer free energies determine**

I take the vapour as ideal, with standard pressure $P^\circ=1$ bar. Each $G_i$ is a molar standard free energy on a common energy zero, and includes the vibrations, rotation and symmetry number of conformer $i$. Mirror-image conformers are counted separately.

Let $q_i$ be the molecular partition function of conformer $i$ at standard pressure, translation included. Then

$$G_i=-RT\ln\frac{q_i}{N_A},\qquad\text{so}\qquad \frac{q_i}{N_A}=e^{-G_i/RT}.$$

If the conformers are separate basins that together cover the thermally populated states, the partition function of the molecule is a sum over basins, $q=\sum_i q_i$. The free energy of the equilibrated vapour is therefore

$$G_{\rm ens}=-RT\ln\frac{q}{N_A}=-RT\ln\sum_i e^{-G_i/RT}. \tag{1}$$

The probability of conformer $i$ is its share of the partition function:

$$p_i=\frac{q_i}{q}=\frac{e^{-G_i/RT}}{e^{-G_{\rm ens}/RT}}=e^{-(G_i-G_{\rm ens})/RT}. \tag{2}$$

Taking the logarithm of (2) and solving for $G_i$ gives

$$G_i=G_{\rm ens}-RT\ln p_i. \tag{3}$$

Every conformer free energy thus lies at or above $G_{\rm ens}$, since $p_i\le1$. Multiply (3) by $p_i$, sum, and use $\sum_ip_i=1$:

$$\sum_i p_iG_i=G_{\rm ens}-RT\sum_ip_i\ln p_i=G_{\rm ens}+TS_{\rm mix}, \tag{4}$$

$$S_{\rm mix}=-R\sum_ip_i\ln p_i\ \ge 0.$$

The submitted average is too high by $TS_{\rm mix}$. The missing term is the entropy of the distribution over conformers. No single $G_i$ can contain it, because each describes a molecule already known to be in basin $i$.

**2. Why the same average works for enthalpy**

Apply the Gibbs–Helmholtz relation, $d(G/T)/dT=-H/T^2$ at constant pressure, to (1) divided by $T$:

$$\frac{d}{dT}\frac{G_{\rm ens}}{T}
=-R\,\frac{\sum_i e^{-G_i/RT}\left(-\frac1R\right)\frac{d(G_i/T)}{dT}}{\sum_j e^{-G_j/RT}}
=\sum_ip_i\frac{d(G_i/T)}{dT}=-\frac{1}{T^2}\sum_ip_iH_i.$$

The left side is $-H_{\rm ens}/T^2$, so $H_{\rm ens}=\sum_ip_iH_i$. For the entropy, insert this and (4) into $TS_{\rm ens}=H_{\rm ens}-G_{\rm ens}$:

$$TS_{\rm ens}=\sum_ip_i(H_i-G_i)+TS_{\rm mix},\qquad
S_{\rm ens}=\sum_ip_iS_i+S_{\rm mix}.$$

The submission's second sentence is true of $H$ and false of $S$, and $G$ inherits the fault from $S$.

**3. The free energy of a mixture with any composition**

The authors might reply that the vapour is a mixture of nine species, and that the free energy of a mixture is a weighted sum. It is a weighted sum of chemical potentials, not of standard free energies. With mole fractions $w_i$ at total pressure $P$, species $i$ has partial pressure $w_iP$ and chemical potential $G_i+RT\ln(w_iP/P^\circ)$. Per mole of mixture,

$$\sum_iw_i\left[G_i+RT\ln\frac{w_iP}{P^\circ}\right]=\Phi[w]+RT\ln\frac{P}{P^\circ},\qquad
\Phi[w]=\sum_iw_iG_i+RT\sum_iw_i\ln w_i.$$

Substituting (3) for $G_i$ gives

$$\Phi[w]=G_{\rm ens}+RT\sum_iw_i\ln\frac{w_i}{p_i}.$$

Since $\ln x\le x-1$, the last sum obeys

$$\sum_iw_i\ln\frac{w_i}{p_i}=-\sum_iw_i\ln\frac{p_i}{w_i}\ge-\sum_i(p_i-w_i)=0.$$

Hence $\Phi$ has its minimum, $G_{\rm ens}$, at $w=p$. The submission uses the equilibrium weights, which owe their form to the second term of $\Phi$, and then drops that term.

This also settles the case of conformers that do not interconvert. In a vapour with no liquid present, their fractions are then fixed by preparation; above a liquid they also depend on how volatile each conformer is. Equation (1) no longer applies, but the free energy of the mixture still contains $RT\sum_iw_i\ln w_i$.

**4. Limits, and a comparison with using one conformer**

As the population of one conformer approaches 1, $S_{\rm mix}\to0$ and the average becomes exact. The approach is slow: with 95% in one conformer and the rest shared equally among eight others, $TS_{\rm mix}$ is still $0.30\,RT$, enough to change a pressure by a factor of 1.35. If $N$ conformers have equal free energy $G$, the average is $G$ while (1) gives $G-RT\ln N$. This is the largest possible error for $N$ conformers: setting $w=p$ and replacing the reference distribution by $1/N$ in the inequality above gives $\sum_ip_i\ln(Np_i)\ge0$, or $S_{\rm mix}\le R\ln N$.

An average cannot lie below its smallest member, so

$$G_{\rm ens}\le G_{\min}\le\sum_ip_iG_i .$$

For the free energy of a single phase, averaging is therefore never more accurate than keeping the lowest conformer alone. In a difference between two phases the errors can partly cancel, and this ranking need not hold. The average can also respond to new information in the wrong direction. A newly found conformer adds a positive term to the sum in (1) and lowers $G_{\rm ens}$. If its free energy lies above the old average, it raises the average.

**5. The numbers for a model precursor**

To size the error I use round model parameters, not data for a particular compound. The side chain has two torsions, each trans, gauche$^+$ or gauche$^-$. Each gauche turn costs 3.0 kJ/mol in enthalpy and 2.0 J/(mol K) in entropy, and two gauche turns of opposite sign cost a further 8.0 kJ/mol. At 350 K, $RT=2.910$ kJ/mol, and one gauche turn costs $3.0+350\times0.0020=3.70$ kJ/mol.

| Conformers | Number | $G_i$ (kJ/mol) | Total population |
|---|---:|---:|---:|
| all trans | 1 | 0.00 | 0.4369 |
| one gauche | 4 | 3.70 | 0.4900 |
| two gauche, same sign | 2 | 7.40 | 0.0687 |
| two gauche, opposite sign | 2 | 15.40 | 0.0044 |

Equation (3) for the all-trans conformer gives $G_{\rm ens}=RT\ln0.4369=-2.41$ kJ/mol. The average is

$$0.4900\times3.70+0.0687\times7.40+0.0044\times15.40=2.39\ \text{kJ/mol}.$$

The difference, 4.80 kJ/mol (1.15 kcal/mol), equals $TS_{\rm mix}$ with $S_{\rm mix}=13.71$ J/(mol K). The upper limit $RT\ln9$ is 6.39 kJ/mol.

The enthalpy average is 1.944 kJ/mol, and numerical differentiation of $G_{\rm ens}$ with respect to temperature gives the same value. The entropy from that derivative is 12.44 J/(mol K), whereas the averaged conformer entropy is $-1.27$ J/(mol K), relative to all-trans. The gap is $S_{\rm mix}$.

The average also depends on bookkeeping. Lump $g$ equal conformers into one level: their summed weight $g\,e^{-G/RT}$ defines $G_{\rm level}=G-RT\ln g$. The sum in (1) is unchanged, but with level populations $P_{\rm level}$ the average falls by $RT\sum P_{\rm level}\ln g$. Here it drops from 2.389 to 0.265 kJ/mol, while $G_{\rm ens}$ stays at $-2.41$ kJ/mol. A quantity that changes with the labelling of the same states is not a free energy of the vapour.

**6. Consequence for the vapour pressure**

At equilibrium the chemical potential $\mu$ of the liquid equals that of the vapour, $\mu=G_{\rm ens}+RT\ln(P/P^\circ)$. Hence

$$P=P^\circ e^{-(G_{\rm ens}-\mu)/RT}.$$

Replacing $G_{\rm ens}$ by the average divides $P$ by $n_{\rm eff}=e^{S_{\rm mix}/R}$, an effective number of conformers. With $\mu=-22.0$ kJ/mol on the same zero and $P^\circ=750.06$ Torr,

$$P=750.06\,e^{-19.59/2.910}=0.89\ \text{Torr},\qquad
P_{\rm average}=750.06\,e^{-24.39/2.910}=0.17\ \text{Torr}.$$

The factor is $n_{\rm eff}=5.2$. The lowest conformer alone gives 0.39 Torr, which is also too low but closer.

It might be objected that the liquid may release only one conformer. I tested this with a kinetic model in which only the all-trans form evaporates or condenses. Single torsions flip over randomly chosen barriers, with rates obeying detailed balance. In a closed vessel the steady total pressure is again 0.8943 Torr: the route of evaporation does not alter the equilibrium. This says nothing about a source from which vapour is drawn off, where the rates matter.

The error can hide if the liquid is averaged in the same way. The free energy difference is then wrong by $T(S_{\rm mix}^{\rm gas}-S_{\rm mix}^{\rm liq})$, and the pressure is multiplied by $\exp[-(S_{\rm mix}^{\rm gas}-S_{\rm mix}^{\rm liq})/R]$. Suppose each gauche turn is 1.0 kJ/mol more stable in the liquid, with the true $\mu$ held at $-22.0$ kJ/mol. The liquid mixing entropy is then 15.00 J/(mol K), and two wrong averages give 1.04 Torr, 17% too high. Such near agreement reflects similar mixing entropies in the two phases, not a valid formula.

**7. Is the division into conformers itself sound?**

The partition function can be divided exactly among any set of regions that covers all conformations without overlap. The approximation enters when each $G_i$ is computed as if its basin were isolated. I tested this on one torsion with reduced moment of inertia 20 amu Å$^2$ and potential

$$V(\phi)=\tfrac12V_3(1+\cos3\phi)+\tfrac12V_1(1+\cos\phi),$$

where $V_3=13$ and $V_1=4$ kJ/mol. The barrier from trans to gauche is 14.0 kJ/mol. The levels of the complete rotor give $F=-4.641$ kJ/mol without any division into conformers.

Separate wells, closed by hard walls at the barrier tops, give $-3.012$ kJ/mol for trans and $-0.145$ kJ/mol for each gauche. The thermal density of the complete rotor supplies the populations, 0.5722 and twice 0.2139. The average is $-1.7855$ kJ/mol; subtracting $TS_{\rm mix}=2.8495$ kJ/mol gives $-4.6350$ kJ/mol. The remaining 0.006 kJ/mol has the expected sign, since hard walls can only raise the levels. The average without the entropy term misses by nearly 2.9 kJ/mol.

For this rotor, treating the wells as harmonic causes a larger error than dividing the rotor into wells, though a much smaller one than omitting the entropy term. Inserted in (1), harmonic wells give a free energy 0.23 kJ/mol above that of the complete rotor, which lowers a pressure by about 8% for this one torsion. With barriers comparable to $RT$ the molecule is no longer confined to one well for long, so the error found here for harmonic wells cannot be carried over. The levels of the complete rotor need no such confinement.

**8. Relation to a real source vessel**

A source temperature near 350 K and a pressure of order 1 Torr are rough values, of the order met with some volatile hafnium precursors. With conformer enthalpies and entropies held constant, $n_{\rm eff}$ changes from 5.0 at 330 K to 5.4 at 380 K. At 350 K and fixed $\mu$, changing the gauche enthalpy to 2 or 4 kJ/mol gives $n_{\rm eff}=6.1$ or 4.3, and pressures of 1.14 or 0.73 Torr.

A rough error of 4 kJ/mol in the evaporation free energy changes the pressure by a factor of 4.0, comparable with the factor of 5.2 from the averaging mistake. Agreement with one measured pressure therefore cannot justify the average. Gas imperfection is negligible here, provided the precursor does not form dimers in the vapour: a rough second virial coefficient of $-5$ L/mol gives a relative correction of size $2\times10^{-4}$, and a coefficient ten times larger would still give only 0.2%.

For the rotor, transition-state theory gives about $5\times10^{-11}$ s to cross one barrier, or about $2\times10^{-11}$ s to leave the trans well over either of its two barriers. Collisions, which resupply the energy for crossing, are about $10^{-7}$ s apart for a rough molecular diameter of 0.8 nm and molar mass of 400 g/mol. A vapour held for milliseconds undergoes some $10^4$ collisions, so equilibrium among such conformers is a reasonable assumption. It need not hold for isomers separated by high barriers. A flowing source may also leave its carrier gas unsaturated; the delivered pressure then also depends on evaporation and flow rates. The factor of 5.2 refers to the two predictions of the saturated pressure, and carries over to the delivered pressure only if the same saturation fraction is applied to both.

**Requested revision.** The authors should replace the average by (1), or equivalently subtract $TS_{\rm mix}$ from it, and treat the liquid consistently. Duplicate structures must be removed first: counting conformer $i$ twice changes $q$ to $q+q_i$ and falsely lowers $G_{\rm ens}$ by $RT\ln(1+p_i)$. The conformer search and the individual $G_i$ can be kept, but the reported vapour pressure must be recalculated. The main values used in this comment are listed in the numerical output below.

## Table of computed values

```
T = 350 K, RT = 2.9101 kJ/mol, conformers N = 9
gauche: H 3.0 kJ/mol, S -2.0 J/(mol K)
opposite-gauche extra H = 8.0 kJ/mol
level: G (kJ/mol), count, population of one, of level
    0.00  1  0.4369  0.4369
    3.70  4  0.1225  0.4900
    7.40  2  0.0344  0.0687
   15.40  2  0.0022  0.0044
G_ens = -2.410 kJ/mol
lowest conformer G = 0.000 kJ/mol
weighted mean G = 2.389 kJ/mol
S_mix = 13.712 J/(mol K)
T*S_mix = 4.799 kJ/mol = 1.147 kcal/mol
RT ln N = 6.394 kJ/mol
n_eff = 5.203
H_ens from derivative = 1.944, mean H = 1.944 kJ/mol
S_ens from derivative = 12.439 J/(mol K)
mean conformer S = -1.272 J/(mol K)
minimized functional = -2.410 kJ/mol
lumped levels: G_ens = -2.410 kJ/mol
lumped levels: mean G = 0.265 kJ/mol
liquid mu = -22.0 kJ/mol, P0 = 750.06 Torr
P ensemble = 0.8943 Torr
P kinetic network = 0.8943 Torr
P lowest conformer = 0.3907 Torr
P weighted mean = 0.1719 Torr
liquid gauche gain = 1.0 kJ/mol
liquid S_mix = 14.999 J/(mol K)
P with means in both phases = 1.0440 Torr
Rotor: I = 20 amu A^2, V3 = 13, V1 = 4 kJ/mol
Rotor: trans-gauche barrier = 14.03 kJ/mol
Rotor: F trans, gauche = -3.012, -0.145 kJ/mol
Rotor: p trans, gauche = 0.5722, 0.2139
Rotor: F all levels = -4.6408 kJ/mol
Rotor: mean F of wells = -1.7855 kJ/mol
Rotor: T*S_mix = 2.8495 kJ/mol
Rotor: mean - T*S_mix = -4.6350 kJ/mol
Rotor: harmonic sum minus full = 0.2277 kJ/mol
Common G error 4 kJ/mol (rough): P factor 3.95
gauche H 2 kJ/mol: n_eff 6.07, P 1.139 Torr
gauche H 4 kJ/mol: n_eff 4.33, P 0.734 Torr
T = 330 K: n_eff = 5.027
T = 380 K: n_eff = 5.440
Rough virial -5 L/mol: B*P/RT = -2.0e-04
Rough diameter 0.8 nm, mass 400 g/mol
Time between collisions = 1.0e-07 s
Barrier-crossing time = 1.7e-11 s
```
